# Exchange splitting and Rashba inversion of j = 1/2 perovskite excitons

## Problem

At the direct gap of a cubic lead halide perovskite the valence edge is an $s$-like spin doublet and the conduction edge is the $j=\tfrac12$ doublet that spin-orbit coupling splits off the $p$-like states. Use atomic units, parabolic masses $m_e,m_h$, $\mu=m_em_h/M$ with $M=m_e+m_h$, and the attraction $-1/\epsilon r$, so that the 1s exciton has radius $a=\epsilon/\mu$ and binding energy $\mathrm{Ry}_X=1/(2\epsilon a)$. A polar axis $z$ adds Rashba terms to the band energies of an electron:
$$H_c=E_g+\frac{k^2}{2m_e}+\alpha_c(\boldsymbol\sigma\times\mathbf k)_z,\qquad H_v=-\frac{k^2}{2m_h}+\alpha_v(\boldsymbol\sigma\times\mathbf k)_z,$$
where $\boldsymbol\sigma=2\mathbf j$ in each doublet. Work in the Tamm-Dancoff approximation, to first order in exchange, with exchange and Rashba energies small against $\mathrm{Ry}_X$, without crystal field or polariton effects.

(a) Show that exchange alone puts the $J=0$ state $D$ below the bright triplet $X,Y,Z$, and find the gap $\Delta$. (b) At zero total momentum $\mathbf K$, which size and relative sign of $\alpha_c,\alpha_v$ invert the order? (c) Is the lowest exciton then bright?

## A tempting solution

Exchange raises the triplet: $H_x=\Delta\,(3+\boldsymbol\sigma_e\cdot\boldsymbol\sigma_h)/4$. The pair energy at $\mathbf K=0$ is $H_c(\mathbf k)-H_v(\mathbf k)$, so the Rashba part is $[(\alpha_c\boldsymbol\sigma_e-\alpha_v\boldsymbol\sigma_h)\times\mathbf k]_z$. Second-order perturbation theory gives $-\mu/2$ times the sum of the squared in-plane spin operators (the factor is derived below):
$$-\mu(\alpha_c^2+\alpha_v^2)+\mu\alpha_c\alpha_v(\sigma_{ex}\sigma_{hx}+\sigma_{ey}\sigma_{hy}).$$
The bracket is $-2$ on the singlet and $+2$ on $Z$, so $E_D=-\mu(\alpha_c+\alpha_v)^2$ and $E_Z=\Delta-\mu(\alpha_c-\alpha_v)^2$. Inversion needs $\alpha_c\alpha_v<0$, and once it occurs the exciton ground state is bright.

## The fault

Take $\alpha_c=\alpha_v=\alpha$. A vertical transition from a valence state to the conduction state with the same doublet spinor has the same Rashba energy at both ends, so its energy does not depend on $\alpha$. The singlet turns out to be built of such transitions and cannot move, yet the result above lowers it by $4\mu\alpha^2$. The symbol $\boldsymbol\sigma_h$ was used for two things: in $H_x$ it is the angular momentum of the hole, in $-H_v$ it is the spin matrix of the missing electron, and these differ by a sign and a transpose. The last clause is a second fault, because it looks at $\mathbf K=0$ alone.

## Solution

### The pair basis

Write $v_s=s\,\chi_s$ and $c_m=3^{-1/2}\sum_ap_a\sigma_a\chi_m$, with real cell-normalized orbitals $s,p_a$ and spinors $\chi$. The $c_m$ are orthonormal because $\sum_a\sigma_a^2=3$. With $(L_c)_{ab}=-i\varepsilon_{cab}$, the $p_a$ component of $\sqrt3\,\mathbf L\cdot\mathbf S\,c_m$ is
$$\tfrac12(-i)\sum_{bc}\varepsilon_{abc}\sigma_c\sigma_b\chi_m=\tfrac12(-i)(-2i\sigma_a)\chi_m=-\sigma_a\chi_m,$$
so $\mathbf L\cdot\mathbf S=-1$, which is $j=\tfrac12$. For $J_c=L_c+\sigma_c/2$ the same component is $(-i\varepsilon_{cab}\sigma_b+\tfrac12\sigma_c\sigma_a)\chi_m=\tfrac12\sigma_a\sigma_c\chi_m$, by $\sigma_c\sigma_a=\sigma_a\sigma_c+2i\varepsilon_{cab}\sigma_b$. Hence $\mathbf J$ acts on the label $m$ as $\boldsymbol\sigma/2$.

The amplitude for an electron moved from $v_s$ to $c_m$ is a matrix $A=\sum A_{ms}|m\rangle\langle s|$. The valence label is a bra, so the pair Hamiltonian acts as $H_cA-AH_v$, and a rotation acts as $UAU^\dagger$ with generator $\tfrac12(\boldsymbol\sigma A-A\boldsymbol\sigma)$. Therefore
$$\boldsymbol\sigma_eA=\boldsymbol\sigma A,\qquad\boldsymbol\sigma_hA=-A\boldsymbol\sigma,$$
which is $\boldsymbol\sigma_h=-\boldsymbol\sigma^T$ on the index $s$. The invariant matrix $A=1/\sqrt2$ is $D$; it pairs each spinor with itself. The triplet is $A=\sigma_b/\sqrt2$, $b=X,Y,Z$.

### (a) Exchange

The exchange kernel of the Bethe-Salpeter equation is the Coulomb energy of the transition density,
$$\rho_A=\sum_{ms}A_{ms}\,v_s^\dagger c_m=\frac1{\sqrt3}\sum_a s\,p_a\sum_{ms}\chi_s^\dagger\sigma_a\chi_mA_{ms}=\frac1{\sqrt3}\sum_as\,p_a\,\mathrm{tr}(\sigma_aA).$$
For $D$, $\mathrm{tr}\,\sigma_a=0$ and the density vanishes: the state has neither a dipole nor an exchange energy. For $\sigma_b/\sqrt2$, $\mathrm{tr}(\sigma_a\sigma_b)=2\delta_{ab}$ gives $\rho=\sqrt{2/3}\,s\,p_b$.

Let $\rho_a(\mathbf G)=\int_{\rm cell}s\,p_ae^{-i\mathbf G\cdot\mathbf r}d^3r$. In a crystal of volume $V$ the short-range kernel between orbital densities is $w_{ab}/V$, with
$$w_{ab}=\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}\rho_a^*\rho_b=w\,\delta_{ab},\qquad w>0,$$
diagonal by cubic symmetry and positive as a sum of squares. If the band-edge Bloch functions are used at all relevant $\mathbf k$ (valid when $a$ is much larger than the cell), the kernel does not depend on $\mathbf k,\mathbf k'$, and an envelope $\phi_{\mathbf k}$ contributes $V^{-1}|\sum_{\mathbf k}\phi_{\mathbf k}|^2=|\phi(0)|^2$. So $H_x=\tfrac23w\,\delta(\mathbf r)P_T$, with $P_T$ the triplet projector, and with $|\phi_{1s}(0)|^2=1/\pi a^3$,
$$\Delta=\frac{2w}{3\pi a^3}>0.$$
Since $\boldsymbol\sigma_e\cdot\boldsymbol\sigma_hA=-\sum_i\sigma_iA\sigma_i$ is $-3A$ for $D$ and $+A$ for the triplet, $P_T=(3+\boldsymbol\sigma_e\cdot\boldsymbol\sigma_h)/4$ holds with the hole operator defined above. Without spin-orbit coupling each of the three degenerate orbitals forms its own doublet, such as $c=p_x\chi_m$ with density $s\,p_x\,\mathrm{tr}A$, and for each orbital one bright state at $2w$ lies above three dark ones; the $j=\tfrac12$ doublet instead has three bright states at $2w/3$ above one dark state.

The $\mathbf G=0$ term is $4\pi|\rho(\mathbf K)|^2/K^2$, with $\rho(\mathbf K)$ proportional to $\mathbf K$ times the dipole, hence to $\mathrm{tr}(\mathbf K\cdot\boldsymbol\sigma A)$. It raises only the longitudinal state $\hat{\mathbf K}\cdot\boldsymbol\sigma/\sqrt2$, by $\Delta_{LT}\ge0$, and keeps $D$ lowest.

### (b) Rashba terms at $\mathbf K=0$

Put $\mathbf k_c=\mathbf k+m_e\mathbf K/M$ and $\mathbf k_v=\mathbf k-m_h\mathbf K/M$. The kinetic energy becomes $k^2/2\mu+K^2/2M$, and $H_cA-AH_v$ contains
$$H_R=S_xk_y-S_yk_x+(\mathbf T\times\mathbf K)_z,$$
$$S_iA=\alpha_c\sigma_iA-\alpha_vA\sigma_i,\qquad T_iA=(m_e\alpha_c\sigma_iA+m_h\alpha_vA\sigma_i)/M.$$
Thus $\mathbf S=\alpha_c\boldsymbol\sigma_e+\alpha_v\boldsymbol\sigma_h$, with the sign opposite to the tempting solution.

At $\mathbf K=0$ the first order vanishes, because $\langle\mathbf k\rangle=0$ in 1s. For $H_0=k^2/2\mu+V(r)$, $[H_0,x_i]=-ik_i/\mu$, so $\langle n|k_i|0\rangle=i\mu(E_n-E_0)\langle n|x_i|0\rangle$ and
$$\sum_n\frac{|\langle n|k_i|0\rangle|^2}{E_n-E_0}=\mu^2\sum_n(E_n-E_0)|\langle n|x_i|0\rangle|^2=\frac{\mu^2}2\langle[x_i,[H_0,x_i]]\rangle=\frac\mu2.$$
This is the Thomas-Reiche-Kuhn sum rule, $[x,[H_0,x]]=1/\mu$, valid for any local $V$. Mixed $k_xk_y$ sums vanish by the mirror symmetry of 1s. The intermediate states are $p$ states, which vanish at $r=0$ and feel no contact exchange. So $H_{\rm eff}=-\tfrac\mu2(S_x^2+S_y^2)$, with
$$S_i^2A=(\alpha_c^2+\alpha_v^2)A-2\alpha_c\alpha_v\,\sigma_iA\sigma_i.$$
The sum $\sum_{i=x,y}\sigma_iA\sigma_i$ is $2A$ for $D$, $-2A$ for $Z$ ($\sigma_z$ anticommutes with both) and $0$ for $X,Y$ (one commutes, one anticommutes). Measured from the bare 1s level, to second order,
$$E_D=-\mu(\alpha_c-\alpha_v)^2,\quad E_{XY}=\Delta-\mu(\alpha_c^2+\alpha_v^2),\quad E_Z=\Delta-\mu(\alpha_c+\alpha_v)^2.$$
Subtracting, $E_Z-E_D=\Delta-4\mu\alpha_c\alpha_v$ and $E_{XY}-E_D=\Delta-2\mu\alpha_c\alpha_v$. The state $Z$ falls below $D$ when
$$4\mu\,\alpha_c\alpha_v>\Delta,$$
and $X,Y$ follow when $2\mu\alpha_c\alpha_v>\Delta$; these statements refer to transverse states. For $\mathbf K\to0$ along $z$ or in the plane, the longitudinal state ($Z$, or the in-plane state along $\mathbf K$) needs $\Delta+\Delta_{LT}$ in place of $\Delta$. For oblique $\mathbf K$ the long-range term mixes $Z$ with the in-plane state; since that term only raises levels and leaves the in-plane state perpendicular to $\mathbf K$ alone, the lowest bright state passes $D$ at a value of $4\mu\alpha_c\alpha_v$ between $\Delta$ and $2\Delta$. For $\alpha_c\alpha_v\le0$ there is no inversion at this order. For $\alpha_c=\alpha_v$, $S_i1=0$, so $D$ is untouched at any $\alpha$, as the check above demanded. With equal masses $m=2\mu$ as well, the threshold for $Z$ says that the band Rashba energy $m\alpha^2/2$ equals $\Delta/4$.

**Which sign.** Take a model with $s$ at zero, the $j=\tfrac12$ and $\tfrac32$ levels at $E_g$ and $E_g+\Delta_{so}$, and $\langle s|H|p_a\rangle=iPk_a+\delta_p\delta_{az}$, where $\delta_p$ is the polar mixing. Then $h=\langle v|H|c\rangle=(iP\,\mathbf k\cdot\boldsymbol\sigma+\delta_p\sigma_z)/\sqrt3$, and $[\mathbf k\cdot\boldsymbol\sigma,\sigma_z]=-2ik_x\sigma_y+2ik_y\sigma_x=2i(\boldsymbol\sigma\times\mathbf k)_z$. The part of $h^\dagger h/E_g$ of order $k\delta_p$ that depends on spin is $-iP\delta_p[\mathbf k\cdot\boldsymbol\sigma,\sigma_z]/3E_g$, so $\alpha_c=2P\delta_p/3E_g$. In $hh^\dagger$ this term changes sign, and the valence shift is $-hh^\dagger/E_g$, so the $j=\tfrac12$ states give $\alpha_v$ the same value. The numerators summed over all six $p$ states are independent of spin, so the $j=\tfrac32$ numerator is the negative of the $j=\tfrac12$ one:
$$\alpha_v=\frac{2P\delta_p}3\left(\frac1{E_g}-\frac1{E_g+\Delta_{so}}\right)=\alpha_c\frac{\Delta_{so}}{E_g+\Delta_{so}}.$$
In this model, which omits remote bands, the signs agree and inversion is possible.

**Next order for $\alpha_c=\alpha_v=\alpha$.** Use units $a$, $\mu$, $2\mathrm{Ry}_X$. On the triplet $\mathbf S=\beta\mathbf J$, with spin 1 and $\beta=2\alpha$. With $\boldsymbol{\mathcal A}=\beta(-J_y,J_x,0)$ and $J_x^2+J_y^2=2-J_z^2$,
$$H=\tfrac12(\mathbf k+\boldsymbol{\mathcal A})^2-\frac1r-\beta^2+\tfrac12\beta^2J_z^2.$$
Transform with $U=e^{-i\Theta}$, $\Theta=\boldsymbol{\mathcal A}\cdot\mathbf r=\beta(J_xy-J_yx)$. Using $U^\dagger\boldsymbol{\mathcal A}U=\boldsymbol{\mathcal A}+i[\Theta,\boldsymbol{\mathcal A}]+\dots$ and $-iU^\dagger\nabla U=-\boldsymbol{\mathcal A}-\tfrac i2[\Theta,\boldsymbol{\mathcal A}]+\dots$, the new vector potential is $\boldsymbol{\mathcal A}'=\tfrac i2[\Theta,\boldsymbol{\mathcal A}]=\tfrac12\beta^2J_z(y,-x,0)+O(\beta^3)$. Its linear term $-\tfrac12\beta^2J_zl_z$ annihilates 1s. Terms of order $\beta^3$ are odd in $\mathbf r$ and enter at $\beta^6$. The average of $\{\mathbf k,\boldsymbol{\mathcal A}'\}$ in a real orbital is the integral of a divergence and vanishes. What remains at order $\beta^4$ is $\tfrac12\mathcal A'^2=\beta^4\varrho^2J_z^2/8$ and the change of $\tfrac12\beta^2U^\dagger J_z^2U$, with $\varrho^2=x^2+y^2$ and $\langle\varrho^2\rangle=\tfrac23\langle r^2\rangle=2$. For $Z$ ($J_z=0$), $\Theta$ moves weight $\langle\Theta^2\rangle=\beta^2\varrho^2$ into $J_z=\pm1$, so $E_Z=-\beta^2+\beta^4$. For $J_z=\pm1$ it moves weight $\beta^2\varrho^2/2$ into $J_z=0$, so $E_{XY}=-\tfrac12\beta^2-\tfrac12\beta^4+\tfrac14\beta^4$. Since $U(0)=1$ and the transformed 1s orbital is unchanged at order $\beta^2$, so is the exchange energy. With $\tilde\Delta=\Delta/2\mathrm{Ry}_X$, $\beta^2-\beta^4=\tilde\Delta$ gives $\beta^2=\tilde\Delta(1+\tilde\Delta)$, and $\tfrac12\beta^2+\tfrac14\beta^4=\tilde\Delta$ gives $\beta^2=2\tilde\Delta(1-\tilde\Delta)$:
$$\alpha^*_Z=\sqrt{\frac\Delta{4\mu}}\left(1+\frac\Delta{4\mathrm{Ry}_X}\right),\qquad\alpha^*_{XY}=\sqrt{\frac\Delta{2\mu}}\left(1-\frac\Delta{4\mathrm{Ry}_X}\right).$$

These factors hold with exchange kept to first order. The second-order exchange term, left out here, lowers the triplet by a relative amount of order $(\Delta/\mathrm{Ry}_X)(a/r_0)$, where $r_0$ is the cell-size range of the kernel, and can exceed them; the factors measure the Rashba correction alone.

### (c) The lowest state

For $\mathbf K$ along $x$ the extra term is $-KT_y$. It maps $1\to g\,\sigma_y$ and back, with $g=(m_e\alpha_c+m_h\alpha_v)/M$, so it couples $D$ to the transverse state $Y$, which has no $\Delta_{LT}$. It maps $\sigma_z\to i(m_e\alpha_c-m_h\alpha_v)\sigma_x/M$, which is zero in the symmetric case. With $d=\Delta-2\mu\alpha_c\alpha_v$ the lower $D$-$Y$ branch, relative to $E_D$, is
$$E(K)=\frac{K^2}{2M}+\frac d2-\sqrt{\frac{d^2}4+g^2K^2}.$$
Setting $dE/d(K^2)=0$ makes the root equal to $Mg^2$, which is possible if $Mg^2>|d|/2$. Then $K_0^2=(M^2g^4-d^2/4)/g^2$ and
$$E_{\rm ring}=\frac{Mg^2}2-\frac{d^2}{8Mg^2}+\frac d2-Mg^2=-\frac{(Mg^2-d/2)^2}{2Mg^2},$$
on a ring in the $K_xK_y$ plane. For equal masses and constants, $M=4\mu$, $g=\alpha$, and $x=4\mu\alpha^2=Mg^2$ gives $d=\Delta-x/2$. The ring appears at $x=d/2$, that is $x=0.4\Delta$, before the inversion at $x=\Delta$. It lies above $E_Z=\Delta-x$ when $(5x/4-\Delta/2)^2<2x(x-\Delta)$, or $7x^2-12x\Delta-4\Delta^2=(7x+2\Delta)(x-2\Delta)>0$. At leading order, then, for equal masses and constants $Z$ is the lowest exciton only for $x>2\Delta$. The result depends on the ratio $r=\alpha_v/\alpha_c$: with equal masses and $u=\mu\alpha_c^2$, one has $Mg^2=(1+r)^2u$, $d=\Delta-2ru$ and $E_Z-E_D=\Delta-4ru$, so $Z$ passes below the ring at $4ru\approx3.3\Delta$ for $r=3/7$ and never for $r=1/4$. For $0.4\Delta<x<2\Delta$ the lowest state carries momentum $K_0$ and cannot radiate directly if $K_0$ exceeds the photon wave vector.

The result of (b) also fails under tight confinement. For a bound pair with local potentials, $k_{e}=im_e[H,x_e]$ and $k_h=im_h[H,x_h]$ for any Cartesian components, so the cross sum plus its conjugate is $m_em_h\langle[x_e,[H,x_h]]\rangle=0$. Only the spin-independent shift $-m_e\alpha_c^2-m_h\alpha_v^2$ survives: the centre-of-mass term cancels the internal one at second order. This holds when $\Delta$ is far below the confinement spacing and $m\alpha L\ll1$ for a size $L$.

## Worked example

Take round model parameters of rough lead-halide size, tied to no compound: $m_e=m_h=0.2\,m_0$, $\epsilon=6$, $w=150$ eV Å$^3$, $\Delta_{LT}=0.002$ eV. Then $\mu=0.1\,m_0$, $a=31.75$ Å, $\mathrm{Ry}_X=0.0378$ eV, $|\phi(0)|^2=9.945\times10^{-6}$ Å$^{-3}$, and
$$\Delta=\tfrac23\times150\times9.945\times10^{-6}=9.94\times10^{-4}\ \text{eV},\qquad\Delta/\mathrm{Ry}_X=0.0263.$$
In these units $\mu$ becomes $\mu/\hbar^2$, with $\hbar^2/m_0=7.62$ eV Å$^2$:
$$\alpha_c\alpha_v>\frac{9.945\times10^{-4}\times7.62}{4\times0.1}=0.0189\ \text{eV}^2\,\text{Å}^2.$$
For equal constants $\alpha_Z^*=0.1376$ eV Å ($0.00956$ hartree bohr), with $\mu\alpha^*a/\hbar^2=0.057$ (so $\beta=0.115$, and the relative correction to $E_Z$ is $\beta^2=0.013$) and band Rashba energy $2.49\times10^{-4}$ eV. The factor $1+0.0263/4$ raises it to $0.1385$ eV Å. The reference calculation diagonalizes Coulomb plus Rashba terms in a Laguerre and spherical-harmonic basis and adds exchange to first order, within the same two-band model; it gives $0.1386$ eV Å. For $X,Y$ the second-order value is $0.1947$ eV Å ($0.0135$ hartree bohr) and the reference $0.1934$ eV Å, lower by $0.65\%$ of the former, in line with the factor $1-0.0263/4$.

With $E_g=2$ eV, $\Delta_{so}=1.5$ eV, $P=8$ eV Å and $\delta_p=0.1$ eV, the formulas give $\alpha_c=0.267$ and $\alpha_v=0.114$ eV Å, and the $8\times8$ diagonalization $0.266$ and $0.114$ eV Å. The masses above are independent inputs. At the ratio $0.4286$ the threshold is $\alpha_c^*=\sqrt{0.018945/0.4286}=0.210$ eV Å (reference $0.212$), which needs $\delta_p=0.079$ eV.

At $|\alpha_c|=|\alpha_v|=0.2$ eV Å, $x=4\times0.1\times0.04/7.62=2.100\times10^{-3}$ eV. The levels, in $10^{-3}$ eV, are:

| case | $D$ | $X,Y$ | $Z$ |
|---|---|---|---|
| same sign, formula | 0 | −0.055 | −1.105 |
| same sign, reference | 0 | −0.070 | −1.049 |
| opposite, formula | −2.100 | −0.055 | 0.994 |
| opposite, reference | −2.046 | −0.070 | 0.994 |

The tempting solution exchanges the two cases, and the reference rules it out. The gap of $0.056$ between formula and reference for $Z$ compares with the $\beta^4$ term $x^2/2\mathrm{Ry}_X=0.058$, and the gap of $-0.015$ for $X,Y$ with minus a quarter of it.

The ring appears at $\alpha=0.087$ eV Å. At $\alpha_Z^*$, $x=\Delta$ and $d=\Delta/2$, so $E_{\rm ring}=-(3\Delta/4)^2/2\Delta=-2.80\times10^{-4}$ eV at $K_0=0.0070$ Å$^{-1}$ (reference $-2.75\times10^{-4}$ eV at $0.0069$ Å$^{-1}$), while a photon wave vector in such a medium is roughly $0.002$ Å$^{-1}$. At leading order $Z$ becomes the lowest state at $0.195$ eV Å. That crossing is shallow: at $0.2$ eV Å the leading-order margin of $Z$ below the ring is about $0.03\Delta$, smaller than the $\beta^4$ shift of $Z$, so the order there is not settled by these formulas. The numerical check asserts the order in the reference calculation at $x=1.5\Delta$ (ring lower) and $x=3\Delta$ ($Z$ lower). It also tests the kernel ratios $0,\tfrac23,\tfrac23,\tfrac23$ on a Gaussian cell model, and the vanishing cross sum on a confined one-dimensional pair whose momenta are correlated, $\langle k_ek_h\rangle=-0.21$ in its dimensionless units. A crystal field from the distortion that creates the polar axis would shift $Z$ against $X,Y$ and change the gaps that the Rashba terms must overcome; it is outside this model.

## Table of computed values

```
Gaussian cell model: lattice 6.0 A, orbital width 1.2 A
w of Gaussian model = 294.39 eV A^3
kernel eigenvalues / w, j=1/2: [0.       0.666667 0.666667 0.666667]
kernel eigenvalues / w, no spin-orbit: [0. 0. 0. 2.]
s-p model: Eg 2.0 eV, Dso 1.5 eV, P 8.0 eV A, dp 0.1 eV
alpha_c formula 0.2667, 8x8 0.2659 eV A
alpha_v formula 0.1143, 8x8 0.1138 eV A
alpha_v/alpha_c formula = 0.42857 
fourth-order coefficient of E_Z at b=0.05 = 0.99175 
example: me=mh=0.2 m0, eps=6.0, w=150.0 eV A^3, Delta_LT=0.002 eV
hbar^2/m0 = 7.62 eV A^2
mu = 0.1 m0
a = 31.751 A
Ry_X = 0.037794 eV
|phi(0)|^2 = 9.9447e-06 A^-3
Delta = 0.00099447 eV
Delta/Ry_X = 0.026313 
threshold product ac*av for Z = 0.018945 eV^2 A^2
alpha* Z, second order = 0.13764 eV A
alpha* Z, second order = 0.0095585 hartree bohr
alpha* Z, with next order = 0.13854 eV A
alpha* Z, diagonalized = 0.13857 eV A
mu alpha* a / hbar^2 = 0.057351 
band Rashba energy at alpha* Z = 0.00024862 eV
alpha* XY, second order = 0.19465 eV A
alpha* XY, second order = 0.013518 hartree bohr
alpha* XY, diagonalized = 0.19339 eV A
unequal case alpha_c*, second order = 0.21025 eV A
unequal case alpha_c*, diagonalized = 0.21221 eV A
polar mixing dp needed = 0.078843 eV
ac=0.2, av=0.2 eV A: D,XY,Z formula -0.000e+00 -5.540e-05 -1.105e-03 eV
ac=0.2, av=0.2 eV A: D,XY,Z diagon. 0.000e+00 -7.010e-05 -1.049e-03 eV
ac=0.2, av=-0.2 eV A: D,XY,Z formula -2.100e-03 -5.540e-05 9.945e-04 eV
ac=0.2, av=-0.2 eV A: D,XY,Z diagon. -2.046e-03 -7.010e-05 9.945e-04 eV
x/Delta at ring onset = 0.4 
alpha at ring onset = 0.087051 eV A
x/Delta where Z is global minimum = 2 
alpha where Z is global minimum = 0.19465 eV A
ring energy at alpha* Z: formula -2.7970e-04, diagonalized -2.7484e-04 eV
ring radius at alpha* Z: formula 6.9958e-03, diagonalized 6.9438e-03 1/A
confined pair (dimensionless), masses 1.0, 1.6: <ke kh> = -0.2065
sums ee 0.500000, hh 0.800000, |eh| 0.000000, relative 0.307692
```
